# A Damping Sum Condition for Passivity of the Factorised Phonon Permittivity, part 2

The problem is when a fitted infrared permittivity of a polar insulator is passive, that is, when it absorbs energy and gives no gain. Real fields are the real part of a complex amplitude times $e^{-i\omega t}$, with $\omega>0$, and $D=\varepsilon_0\varepsilon(\omega)E$. The model with $n$ polar modes is

$$\varepsilon(\omega)=\varepsilon_\infty\prod_{j=1}^{n}\frac{\Omega_{Lj}^2-\omega^2-i\gamma_{Lj}\omega}{\Omega_{Tj}^2-\omega^2-i\gamma_{Tj}\omega}.\qquad(1)$$

Here $\varepsilon_\infty$ is the electronic permittivity, and $\Omega$ and $\gamma$ are mode frequencies and dampings, longitudinal ($L$, zeros of $\varepsilon$) or transverse ($T$, poles). All these parameters are real, positive and constant. Numerical frequencies and dampings are in cm⁻¹.

The model is passive at $\omega$ if $\operatorname{Im}\varepsilon(\omega)\ge0$. The damping excess is

$$A=\sum_j\gamma_{Lj}-\sum_j\gamma_{Tj}.\qquad(2)$$

**Theorem.** If the model (1) is passive at high frequency, then $A\ge0$.

**Lemma 1.** A field $E(t)=E_0\cos\omega t$ does the work $\pi\varepsilon_0E_0^2\operatorname{Im}\varepsilon$ per unit volume in one period.

At every $\omega>0$,

$$\operatorname{Im}\varepsilon=\frac{\varepsilon_\infty\,\omega\,N(\omega^2)}{\prod_j|T_j|^2},\qquad T_j=\Omega_{Tj}^2-\omega^2-i\gamma_{Tj}\omega,\qquad(5)$$

where $N$ is a real polynomial. Passivity at all positive frequencies is equivalent to $N\ge0$ on the positive axis. Two necessary conditions are

$$A\ge0,\qquad \sum_j\frac{\gamma_{Lj}}{\Omega_{Lj}^2}\le\sum_j\frac{\gamma_{Tj}}{\Omega_{Tj}^2}.\qquad(7)$$

At large $\omega$,

$$\frac{\operatorname{Im}\varepsilon}{\varepsilon_\infty}=\frac A\omega+\frac{C-AB-A^3/6}{\omega^3}+O(\omega^{-5}),\qquad(9)$$

$$\frac{\varepsilon}{\varepsilon_\infty}=1+\frac{iA}{\omega}-\frac{B+A^2/2}{\omega^2}+O(\omega^{-3}),\qquad(10)$$

with

$$B=\sum_j(\Omega_{Lj}^2-\Omega_{Tj}^2)-\frac12\sum_j(\gamma_{Lj}^2-\gamma_{Tj}^2),$$

$$C=\sum_j\left(\gamma_{Lj}\Omega_{Lj}^2-\frac{\gamma_{Lj}^3}{3}\right)-\sum_j\left(\gamma_{Tj}\Omega_{Tj}^2-\frac{\gamma_{Tj}^3}{3}\right).$$

If $A=0$, high-frequency passivity also requires $C\ge0$.

First-principles calculations in the harmonic approximation supply force constants, effective charges and $\varepsilon_\infty$, but no damping. Suppose that friction with a constant matrix is added.

**Proposition.** Let $n$ lattice coordinates $u$ obey

$$\ddot u+G\dot u+Ku=sE,\qquad D=\varepsilon_0\varepsilon_\infty(E+s^Tu),\qquad(11)$$

with $K$ and $G$ real, symmetric and positive definite, and $s$ a real vector. Then $\varepsilon$ has the form (1), both damping sums equal $\operatorname{tr}G$, and the model is passive at every frequency.

The coordinates are scaled so that the vector $s$ appears in both equations. If $Q$ are mass-weighted coordinates of a cell of volume $V$ with effective charges $z$ (charge divided by root mass), the scaling is $u=Q/\sqrt{\varepsilon_0\varepsilon_\infty V}$ and $s=z/\sqrt{\varepsilon_0\varepsilon_\infty V}$. The components of $s$ are then frequencies.

*Proof.* For the time factor $e^{-i\omega t}$, (11) gives $Mu=sE$ with $M=K-\omega^2-i\omega G$. Hence $\varepsilon=\varepsilon_\infty(1+s^TM^{-1}s)$. The determinant identity $\det(M+ss^T)=\det M\,(1+s^TM^{-1}s)$ turns this into

$$\varepsilon=\varepsilon_\infty\frac{\det(K+ss^T-\omega^2-i\omega G)}{\det(K-\omega^2-i\omega G)}.$$

With $\lambda=-i\omega$ the denominator is $\det(\lambda^2+\lambda G+K)$, a polynomial in $\lambda$ with real coefficients. For a root $\lambda$ with null vector $v$, normalised to $v^\dagger v=1$, one has $\lambda^2+\lambda v^\dagger Gv+v^\dagger Kv=0$. All coefficients are positive, so $\operatorname{Re}\lambda<0$. Complex roots come in conjugate pairs. The number of real roots is even, and they can be paired too. Each pair gives a factor $\lambda^2+\gamma\lambda+\Omega^2=\Omega^2-\omega^2-i\gamma\omega$ with positive $\gamma$ and $\Omega^2$. The same holds for the numerator, where $K+ss^T$ replaces $K$. This is the form (1).

The sum of the $\gamma$ is the coefficient of $\lambda^{2n-1}$. In the determinant, a term with off-diagonal elements contains at least two of them, each of degree at most one in $\lambda$, and at most $n-2$ diagonal elements of degree two. Its degree is at most $2n-2$. The wanted coefficient therefore comes from the diagonal product and equals $\operatorname{tr}G$, in the numerator and in the denominator. Thus $A=0$.

For the sign of the absorption, set $E=1$, so that $Mu=s$. Then $s^Tu=(u^\dagger s)^*=(u^\dagger Mu)^*$. Since $K$ and $G$ are real and symmetric, its imaginary part is $\omega u^\dagger Gu$, and

$$\operatorname{Im}\varepsilon=\varepsilon_\infty\omega\,u^\dagger Gu\ge0.\qquad\square$$

The longitudinal mode has $D=0$, hence $E=-s^Tu$. This field adds the restoring matrix $ss^T$ to $K$ and adds no friction. It can redistribute damping among the modes, but cannot change the total. At high frequency $u\simeq-s/\omega^2$, so $\operatorname{Im}\varepsilon\simeq\varepsilon_\infty s^TGs/\omega^3$, and in this lattice $C=s^TGs\ge0$.

A numerical case shows the redistribution. Take $K$ diagonal with frequencies 240 and 400 cm⁻¹, $s=(350,450)$ cm⁻¹, and $G$ with diagonal elements 20 and 40 and off-diagonal element 10 cm⁻¹. The transverse dampings are 20.0 and 40.0 cm⁻¹ to the digits given. The longitudinal ones are 16.3 and 43.7 cm⁻¹, at 298.8 and 673.3 cm⁻¹. Both pairs sum to 60.0 cm⁻¹. The lower longitudinal mode is less damped than the lower transverse mode, in a system that is passive by construction.

### What a positive excess means

The leading imaginary term in (10) has the form $i\sigma/(\varepsilon_0\omega)$ of a conductor, with $\sigma=\varepsilon_0\varepsilon_\infty A$ and $A$ as an angular frequency. A positive excess thus gives the model a constant conductivity at high frequency, although its conductivity vanishes at zero frequency.

**Lemma 4.** As $W\to\infty$,

$$\int_0^W\omega\operatorname{Im}\varepsilon\,d\omega=\varepsilon_\infty AW+\frac\pi2\varepsilon_\infty\left(B+\frac{A^2}{2}\right)+O(W^{-1}).\qquad(12)$$

*Proof.* The function $f=\omega(\varepsilon-\varepsilon_\infty)$ is analytic in the upper half-plane. Its integral from $-W$ to $W$ plus that over the upper semicircle back to $-W$ is zero. On the arc, (10) gives $f=i\varepsilon_\infty A-\varepsilon_\infty(B+A^2/2)/\omega+O(\omega^{-2})$. The constant integrates to $-2i\varepsilon_\infty AW$, and $1/\omega$ integrates to $i\pi$. Therefore

$$\int_{-W}^{W}f\,d\omega=2i\varepsilon_\infty AW+i\pi\varepsilon_\infty\left(B+\frac{A^2}2\right)+O(W^{-1}).$$

The imaginary part of $f$ on the real axis is $\omega\operatorname{Im}\varepsilon$, which is even. Half of the imaginary part of the result is (12). $\square$

A lattice with finite charges and masses has a finite integrated absorption. A positive $A$ is therefore compatible with passivity, but cannot persist to infinite frequency in a real lattice. It is an effective description over a limited range.

If the dampings depend on frequency, the comparison changes. The term $A(\omega)/\omega$ controls the sign only while it dominates the $\omega^{-3}$ term. If $A(\omega)$ falls as $\omega^{-2}$ while the separate dampings tend to nonzero constants, both can be of the same order, and the sign of $A(\omega)$ alone settles nothing. If all dampings fall in proportion as $\omega^{-2}$, the coefficient of $\omega^{-3}$ falls with them, because each of its terms contains a damping. A nonzero $A(\omega)$ then decides the sign at high frequency.

### Worked example

The parameters are round numbers in the rough regime of a hafnium-oxide gate film: $\varepsilon_\infty=4.5$, transverse frequencies 240 and 400 cm⁻¹, longitudinal frequencies 330 and 650 cm⁻¹, and transverse dampings 20 and 40 cm⁻¹. The static permittivity is

$$\varepsilon(0)=4.5\left(\frac{330\times650}{240\times400}\right)^2=22.5.$$

These values are held fixed, and the longitudinal dampings alone are varied. The transverse sum is 60 cm⁻¹.

*A violating choice.* Longitudinal dampings of 15 and 30 cm⁻¹ give $A=45-60=-15$ cm⁻¹. The absorption changes sign at 999 cm⁻¹, or 124 meV. This can be verified from phases. Above all modes each factor is $-(\omega^2-\Omega^2+i\gamma\omega)$, and the phase of $\varepsilon$ is the sum of $\arctan[\gamma\omega/(\omega^2-\Omega^2)]$ over longitudinal factors minus that over transverse ones. At 998.8 cm⁻¹ it is

$$(0.01686+0.05206)-(0.02125+0.04766)=0.0000$$

to four decimals. The upper longitudinal mode has the smallest denominator $\omega^2-\Omega^2$, which enlarges its share of the phase. This advantage fades as $\omega$ grows, and the deficit in the damping sum takes over.

At 2000 cm⁻¹ the leading term is $4.5\times(-15)/2000=-0.034$. The full value is $-0.027$, and the next term in (9), about $+0.006$, accounts for most of the difference. By Lemma 1 the work per cycle is $\pi\times(-0.02688)=-0.0844$ in units of $\varepsilon_0E_0^2$: the model feeds energy to the field. The most negative value above the crossing is $-0.028$, near 1640 cm⁻¹.

In a thin film the effect is small. The absorption coefficient at 2000 cm⁻¹ is $-166$ cm⁻¹. One pass through 5 nm, without interface reflections, changes the intensity by the fraction

$$166\ \mathrm{cm^{-1}}\times5\times10^{-7}\ \mathrm{cm}=8.3\times10^{-5}.$$

Interface reflections change this figure by a factor of order one; for a free-standing film at normal incidence the transmitted intensity is higher by about $1.7\times10^{-4}$ than for the same film with $\operatorname{Im}\varepsilon=0$. A transmission spectrum taken at normal incidence with noise well above $10^{-4}$ therefore cannot reveal the violation at that frequency. For the free-standing film at oblique incidence, with the electric field parallel to the film, the relative change is larger, about $1.9\times10^{-3}$ at 85°. On a thick substrate of refractive index 3.4 this gain is largely lost: the relative change in the power entering the substrate rises only from about $0.8\times10^{-4}$ at normal incidence to about $1.0\times10^{-4}$ near grazing.

*A passive choice.* Dampings of 15 and 55 cm⁻¹ give $A=+10$ cm⁻¹. The polynomial $N$ has no positive root, so the model is passive everywhere, although the first mode has $\gamma_L=15<\gamma_T=20$ cm⁻¹. Requiring $\gamma_L\ge\gamma_T$ for each mode would wrongly exclude it.

*Equal sums.* Dampings of 15 and 45 cm⁻¹ give $A=0$ and $C=1.31\times10^7$ cm⁻³, and the model is passive everywhere. Dampings of 59 and 1 cm⁻¹ also give $A=0$, but $C=-7.5\times10^5$ cm⁻³, and the absorption is negative above 712 cm⁻¹. For the first of these choices the integral of $\omega\operatorname{Im}\varepsilon$ is $2.217\times10^6$ cm⁻², both by quadrature and from $(\pi/2)\varepsilon_\infty B$.

*Failure at the other end.* Dampings of 100 and 55 cm⁻¹ give $A=+95$ cm⁻¹. The low-frequency sums are

$$\frac{100}{330^2}+\frac{55}{650^2}=1.05\times10^{-3}\ \mathrm{cm},\qquad \frac{20}{240^2}+\frac{40}{400^2}=0.60\times10^{-3}\ \mathrm{cm}.$$

The second condition in (7) fails. The absorption is negative below 205 cm⁻¹, with $\operatorname{Im}\varepsilon=-0.53$ at 50 cm⁻¹.

For a fit with constant dampings that will be used above its data range, the practical procedure is to impose $A\ge0$ and then find the positive roots of $N$ and check its sign between and beyond them. The first step alone would have accepted the last two failures.

### Limits of the model for these numbers

Hafnium oxide has a static permittivity of roughly 20 and a gap of rather more than 5 eV, so the example is typical in these respects. Its monoclinic form has more than two polar modes and an anisotropic response, and real phonon dampings depend on frequency and temperature. Constant damping is the assumption on which the sign at high frequency directly depends. If decay into two phonons provides the damping, and 650 cm⁻¹ is the highest phonon frequency, that channel closes above 1300 cm⁻¹. The crossing at 999 cm⁻¹ lies below this limit, but the most negative absorption lies above it, where the constant-damping formula has lost this basis. The passive choice still has $\operatorname{Im}\varepsilon=0.068$ at the limit, and the channel's share of that loss should disappear beyond it.

The conductivity tail of the passive choice is 0.75 S/cm. It belongs to the high-frequency formula and is not a prediction of gate leakage. Its integrated contribution $\varepsilon_\infty AW$ equals the whole integral of the passive equality choice at

$$W=\frac{2.217\times10^6}{4.5\times10}\ \mathrm{cm^{-1}}\simeq4.9\times10^4\ \mathrm{cm^{-1}},$$

about 6 eV. This cutoff varies as $1/A$, so its closeness to the assumed gap of 5.7 eV is accidental. A constant $\varepsilon_\infty$ fails at such energies anyway.

Temperature acts through the dampings. Suppose each damping follows decay into two equal phonons, $\gamma\propto\coth(\hbar\Omega/4k_BT)$, with $\Omega$ its own mode frequency, and the stated values hold at 300 K. At 400 K the excess becomes $-21$ cm⁻¹ for the violating choice, $+9.7$ cm⁻¹ for the passive one and $-2.7$ cm⁻¹ for the passive equality choice. In this law low-frequency modes gain the larger factor, while most of the longitudinal damping sits on the highest mode. Extrapolating the dampings independently can therefore break a condition that held at the temperature of the fit.

Two further corrections are small in this example. Electronic dispersion has the relative size $(0.124/5.7)^2=5\times10^{-4}$ at the crossing. If it enters as a positive real factor, it leaves the sign of the absorption unchanged. Averaging the permittivities of two equal grain populations, with all mode frequencies shifted by $+5\%$ and $-5\%$ and the dampings held fixed, moves the crossing of the violating choice from 999 to 1001 cm⁻¹. The shift of the modes by a strong gate field is not included or estimated.

Fit uncertainty is more serious. If each of the four dampings of the passive choice has an independent error of 10%, the error of $A$ is

$$0.1\sqrt{15^2+55^2+20^2+40^2}\ \mathrm{cm^{-1}}=7\ \mathrm{cm^{-1}}.$$

The result $A=10\pm7$ cm⁻¹ is positive by little more than one standard error. A small negative $A$ from a fit of this quality would show that the fitted formula is unphysical at high frequency. It would not show that the film has gain. The numerical output lists the values for all five choices of damping.

## Computed results

```
eps_inf (input): 4.5
TO frequencies (input), cm^-1: [240. 400.]
LO frequencies (input), cm^-1: [330. 650.]
TO dampings (input), cm^-1: [20. 40.]  sum: 60.0
static permittivity: 22.47
[violating] LO dampings, cm^-1: [15. 30.]  sum: 45
   A = -15 cm^-1; w*Im(eps)/eps_inf at 100000 cm^-1: -14.9989 cm^-1
   sign changes of Im eps, cm^-1: [998.8]
[passive] LO dampings, cm^-1: [15. 55.]  sum: 70
   A = 10 cm^-1; w*Im(eps)/eps_inf at 100000 cm^-1: 10.0014 cm^-1
   sign changes of Im eps, cm^-1: []
[equality] LO dampings, cm^-1: [15. 45.]  sum: 60
   A = 0 cm^-1; w*Im(eps)/eps_inf at 100000 cm^-1: 0.0013 cm^-1
   sign changes of Im eps, cm^-1: []
[equality, C<0] LO dampings, cm^-1: [59.  1.]  sum: 60
   A = 0 cm^-1; w*Im(eps)/eps_inf at 100000 cm^-1: -0.0001 cm^-1
   sign changes of Im eps, cm^-1: [711.9]
[low-frequency failure] LO dampings, cm^-1: [100.  55.]  sum: 155
   A = 95 cm^-1; w*Im(eps)/eps_inf at 100000 cm^-1: 94.9997 cm^-1
   sign changes of Im eps, cm^-1: [205.1]
C, equality set: 1.3086e+07 cm^-3
C, equality C<0 set: -7.4886e+05 cm^-3
low-frequency failure set, Im eps at 50 cm^-1: -0.5255
violating set, crossing: 998.8 cm^-1 = 123.8 meV
violating set, most negative Im eps above crossing: -0.02830 at 1638 cm^-1
violating set at 2000 cm^-1: Im eps -0.02688, work per cycle/(eps0 E0^2) -0.08444
passive set at 2000 cm^-1: Im eps 0.03092, work per cycle/(eps0 E0^2) 0.09715
violating set, absorption coefficient at 2000 cm^-1: -166.1 cm^-1
fractional intensity gain, one pass of 5 nm: 8.30e-05
one-mode trials: 589, passive: 189
lattice model, friction matrix, cm^-1: [[20.0, 10.0], [10.0, 40.0]]
lattice model, field coupling s, cm^-1: [350. 450.]
lattice model TO, cm^-1: [240.12 399.8 ] dampings: [20.009 39.991] sum: 60.000
lattice model LO, cm^-1: [298.84 673.26] dampings: [16.335 43.665] sum: 60.000
equality set, integral of w*Im eps: 2.21724e+06 cm^-2
same from (pi/2)*eps_inf*B: 2.21724e+06 cm^-2
passive set, high-frequency conductivity: 0.751 S/cm
passive set, cutoff where tail area equals that integral: 49272 cm^-1
electronic gap (rough input): 5.7 eV; (crossing/gap)^2: 4.72e-04
two-phonon limit, twice top LO: 1300 cm^-1; passive-set Im eps there: 0.0679
A at 400 K if set holds at 300 K, violating: -21.28 cm^-1
A at 400 K if set holds at 300 K, passive: 9.73 cm^-1
A at 400 K if set holds at 300 K, equality: -2.68 cm^-1
violating crossing, grains with modes +-5%: 1001.5 cm^-1
passive set, error of A for 10% independent damping errors: 7.25 cm^-1
```
